# One-centre PAW exchange-correlation: second-order expansion versus angular quadrature

## Eight directions and one lobe

Take a single p electron in a lobe along the unit vector $\mathbf a$. Relative to its spherical average, its density in the direction $\hat{\mathbf r}$ is

$$1+x,\qquad x=3(\mathbf a\cdot\hat{\mathbf r})^2-1,$$

because the average of $(\mathbf a\cdot\hat{\mathbf r})^2$ over the sphere is $1/3$. A local energy depends nonlinearly on the density, so its first sensitivity to the shape is through the average of $x^2$.

Suppose this average is taken over the eight corners of a cube, $\hat{\mathbf r}=(s_1,s_2,s_3)/\sqrt3$ with $s_i=\pm1$. Expanding the square and using $|\mathbf a|=1$,

$$x=(s_1a_x+s_2a_y+s_3a_z)^2-1
=2(s_1s_2a_xa_y+s_2s_3a_ya_z+s_3s_1a_za_x).$$

The average of $x$ is zero, as it should be. In $x^2$ the cross terms contain products such as $(s_1s_2)(s_2s_3)=s_1s_3$, which average to zero, so

$$\langle x^2\rangle_{\rm cube}=4(a_x^2a_y^2+a_y^2a_z^2+a_z^2a_x^2).$$

This is 0 for a lobe along a cube axis and $4/3$ for one along a body diagonal. The true spherical average, with $u=\mathbf a\cdot\hat{\mathbf r}$, is

$$\langle x^2\rangle=\int_0^1(3u^2-1)^2du=\frac95-2+1=\frac45.$$

A coarse quadrature therefore does more than make an error: its error changes as the atom turns. Along any cube axis the lobe is indistinguishable from a sphere. A rotation that should cost nothing changes the energy, which means a spurious torque.

Two cures are compared here. One integrates the quadratic term analytically and drops the rest. The other keeps the full functional and adds directions until the orientation dependence is negligible.

## What has to be evaluated

In the projector augmented-wave (PAW) method, the smooth density is treated on a plane-wave grid, and each atom contributes the correction

$$\Delta E=E[n^1]-E[\tilde n^1].$$

Both energies are integrals over the augmentation sphere $r<r_c$. Here $n^1$ is the all-electron (AE) one-centre density, $\tilde n^1$ is its smooth pseudo (PS) counterpart, and each includes its core. The compensation charge is kept out of the exchange-correlation argument.

The functional is the local spin-density approximation (LSDA) with collinear spins, Slater exchange and PW92 correlation. Let $e(n_\uparrow,n_\downarrow)$ be its energy per volume. Gradient terms are absent, and the formulas below do not cover them. Hartree atomic units are used.

Write each spin density in real spherical harmonics, with $L=(l,m)$:

$$n_\sigma(\mathbf r)=\sum_L n_{\sigma L}(r)Y_L(\hat{\mathbf r}),\qquad \int Y_LY_{L'}\,d\Omega=\delta_{LL'}.$$

Since $Y_{00}=1/\sqrt{4\pi}$, the spherical average is $a_\sigma=n_{\sigma00}/\sqrt{4\pi}$. For radial functions $R_i$ and a real symmetric on-site density matrix $P_\sigma$,

$$n_{\sigma L}=\sum_{ij}P_{\sigma,ij}R_iR_jG_{ijL},\qquad
G_{ijL}=\int Y_iY_jY_L\,d\Omega .$$

A frozen spherical core adds to $n_{\sigma00}$. A product of two p harmonics contains no $l$ above 2, so $l\le2$ represents a p-shell density completely.

## Integrating the quadratic term analytically

Let $\delta_\sigma=n_\sigma-a_\sigma=\sum_{L\ne0}n_{\sigma L}Y_L$. At fixed radius, expand about the spherical densities:

$$e(n)=e(a)+\sum_\sigma e_\sigma\delta_\sigma
+\frac12\sum_{\sigma\sigma'}e_{\sigma\sigma'}\delta_\sigma\delta_{\sigma'}+O(\delta^3).$$

Subscripts on $e$ denote derivatives taken at $a$. They do not depend on angle, so the angular integral acts on the powers of $\delta$ alone. The first term gives $4\pi e(a)$. The linear term vanishes because $\int Y_L\,d\Omega=0$ for $L\ne0$. In the quadratic term, orthonormality gives

$$\int\delta_\sigma\delta_{\sigma'}d\Omega=\sum_{L\ne0}n_{\sigma L}n_{\sigma'L}.$$

The second-order energy is therefore

$$E_2=\int_0^{r_c}r^2dr\left[4\pi e(a)+\frac12\sum_{\sigma\sigma'}e_{\sigma\sigma'}(a)
\sum_{L\ne0}n_{\sigma L}n_{\sigma'L}\right].$$

The mixed derivative $e_{\uparrow\downarrow}$ comes from correlation, since Slater exchange is a sum of separate spin contributions. In the energy it contributes only when both spin densities are aspherical; in the potential, derived below, one is enough.

### Why the orientation drops out

A rotation mixes the components $m$ of a given $l$ by an orthogonal matrix, the same for both spins. It preserves the scalar product $\sum_m n_{\sigma lm}n_{\sigma'lm}$, and it leaves $a_\sigma$ alone. Hence $E_2$ is invariant, provided that every $m$ of each retained $l$ is kept.

For a p shell this can be seen directly. With $Y_{1i}=\sqrt{3/4\pi}\,\hat r_i$, the shell density is $(3R^2/4\pi)\,\hat{\mathbf r}^TP_\sigma\hat{\mathbf r}$. Split $P_\sigma=\frac13{\rm tr}(P_\sigma)\,I+Q_\sigma$. The first part is spherical because $\hat{\mathbf r}^2=1$, so $\delta_\sigma=(3R^2/4\pi)\,\hat{\mathbf r}^TQ_\sigma\hat{\mathbf r}$. The isotropic fourth moment is

$$\int\hat r_i\hat r_j\hat r_k\hat r_l\,d\Omega=\frac{4\pi}{15}
(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}).$$

The first pairing gives ${\rm tr}Q_\sigma\,{\rm tr}Q_{\sigma'}=0$; the other two each give ${\rm tr}(Q_\sigma Q_{\sigma'})$. Therefore

$$\sum_{L\ne0}n_{\sigma L}n_{\sigma'L}
=\frac{9R^4}{16\pi^2}\,\frac{8\pi}{15}\,{\rm tr}(Q_\sigma Q_{\sigma'})
=\frac{3R^4}{10\pi}{\rm tr}(Q_\sigma Q_{\sigma'}).$$

A trace is unchanged when both matrices are rotated together.

### The potential belonging to this energy

Self-consistency needs the derivative of the energy actually used. Define $v_{\sigma L}$ by $\delta E=\int r^2dr\sum_{\sigma L}v_{\sigma L}\,\delta n_{\sigma L}$. Differentiating the quadratic form cancels its factor $1/2$:

$$v_{\sigma L}=\sum_{\sigma'}e_{\sigma\sigma'}n_{\sigma'L}\qquad(L\ne0).$$

The spherical moment enters through $a_\sigma$, with $\partial a_\sigma/\partial n_{\sigma00}=1/\sqrt{4\pi}$. It changes both $e(a)$ and the second derivatives:

$$v_{\sigma00}=\sqrt{4\pi}\,e_\sigma+\frac1{2\sqrt{4\pi}}
\sum_{\sigma'\tau}e_{\sigma\sigma'\tau}\sum_{L\ne0}n_{\sigma'L}n_{\tau L}.$$

Omitting the third derivatives would leave a potential that is not the derivative of $E_2$. Inserting $\delta n_{\sigma L}=\sum_{ij}R_iR_jG_{ijL}\,\delta P_{\sigma,ij}$ gives the on-site matrix

$$H_{\sigma,ij}=\frac{\partial E}{\partial P_{\sigma,ij}}
=\int_0^{r_c}r^2dr\,R_iR_j\sum_LG_{ijL}v_{\sigma L}.$$

If the asphericity is scaled by a small factor $\lambda$, the first omitted energy term is cubic, so the energy error is $O(\lambda^3)$. The potential error is $O(\lambda^2)$, because differentiating a cubic term leaves a quadratic one. A test with both spins aspherical about different axes found exponents 2.994 and 1.988. Finite differences of the energy also confirmed the on-site matrices of both schemes.

## Adding directions in a controlled way

With directions $\Omega_a$ and weights $w_a$ summing to $4\pi$, quadrature gives

$$E_N=\sum_aw_a\int_0^{r_c}r^2dr\,e(n(r,\Omega_a)),\qquad
v_{\sigma L}=\sum_aw_aY_L(\Omega_a)\,e_\sigma(n(r,\Omega_a)).$$

In the second formula $e_\sigma$ is evaluated at the local density, not at its average. Take $N$ Gauss-Legendre points in $\cos\theta$ and $2N$ equally spaced azimuths. The $2N^2$ directions integrate spherical polynomials through degree $2N-1$. For $N=2$, with azimuths starting at $45^\circ$, they are the corners of the opening cube.

The expansion now shows what each grid gets right. For a p shell, $\delta$ has degree 2, so the term of order $k$ has degree at most $2k$. It is integrated correctly if $2k\le2N-1$, which for integers means $k\le N-1$. The first possible quadrature error is therefore of order $N$ in the asphericity:

- 8 directions can fail already in the quadratic term;
- 18 directions treat the quadratic term correctly but can fail in the cubic one;
- 32 directions also treat the cubic term correctly.

Unlike $E_2$, the quadrature does not discard the higher terms; it samples them, exactly through order $N-1$ and approximately beyond. The error of the approximate part carries the orientation dependence.

## When is second order enough?

Slater exchange has the form $e_x=-C\sum_\sigma n_\sigma^{4/3}$ with $C>0$. Let a fraction $t$ of the spherical down density at some radius come from one p electron in a lobe, the rest being spherical. The down density is $a_\downarrow(1+tx)$, and its exchange is multiplied by

$$F(t)=\int_0^1\left[1+t(3u^2-1)\right]^{4/3}du.$$

The binomial coefficients of orders 2, 3 and 4 are $2/9$, $-4/81$ and $5/243$. The second moment was found above. The next two are

$$\langle x^3\rangle=\frac{27}{7}-\frac{27}{5}+3-1=\frac{16}{35},\qquad
\langle x^4\rangle=9-\frac{108}{7}+\frac{54}{5}-4+1=\frac{48}{35}.$$

Thus

$$F(t)=1+\frac{8}{45}t^2-\frac{64}{2835}t^3+\frac{16}{567}t^4+\cdots .$$

For a pure lobe, $t=1$, the integral is elementary:

$$F(1)=3^{4/3}\int_0^1u^{8/3}du=\frac{3^{7/3}}{11}=1.18002.$$

Second order gives $53/45=1.17778$, which looks excellent. Yet the sum through third order is 1.15520, through fourth 1.18342, and through order 24 it is 31.5. The series diverges, so the closeness of the second-order value is no evidence that the expansion is sound.

It diverges because $x$ reaches 2 along the lobe. Near $u=1$, $x\simeq2-6(1-u)$, so for large $k$ this region contributes about $2^k/(3k)$ to $\langle x^k\rangle$. The binomial coefficients fall only as a power of $k$ and cannot offset this growth. With a spherical background the largest expansion variable is $2t$. The exchange series converges for $2t\le1$ and diverges for $2t>1$.

Now put the electron half in $p_x$ and half in $p_y$. This ring has $Q$ equal to $-1/2$ times that of the lobe, so $x$ is replaced by $-x/2$, which lies between $-1$ and $1/2$. Its exchange series converges for every $t\le1$. The quadratic term is divided by 4 and the cubic term by $-8$, so lobe and ring have cubic errors of opposite sign.

Lobe and ring are not rotations of one another. Their energies may differ in a fully rotationally invariant functional, and this difference must not be confused with grid error.

## Oxygen as the trial case

The radial functions come from a spherical, spin-unpolarised LDA oxygen atom, $1s^22s^22p^4$. They are then frozen and used for both spins. The up p shell is filled; the single down p electron occupies the lobe or the ring. The sphere radius is 1.4 bohr. Smooth partial waves of the form $rR=r^{l+1}(c_0+c_1r^2+c_2r^4)$ match the value, slope and curvature of the AE functions there. Norm is not conserved: the 2p norm in the sphere is 0.661 for AE and 0.367 for PS.

This isolates the angular treatment. It does not include orbital relaxation after the triplet occupation is imposed, and the energies are one-centre exchange-correlation energies, not total energies.

The largest sampled value of $2t$ is 0.935, for AE and PS alike. The exchange series therefore converges at the sampled radii, unlike that of the pure lobe. Setting $t=0.935/2=0.4675$ in $F(t)$ gives successive terms

$$0.0389,\qquad -0.0023,\qquad +0.0013.$$

The cubic term is about 6% of the quadratic one, and the quartic term offsets just over half of it. Second order should thus overestimate the lobe's exchange lowering by a few percent where $t$ is largest.

The errors below are approximate minus converged quadrature energies, in mHa. Order 0 means the spherical density alone.

| Density | order 0 | order 2 | order 3 |
|---|---:|---:|---:|
| lobe, AE | 22.493 | −0.667 | 0.437 |
| lobe, AE−PS | 13.811 | −0.427 | 0.303 |
| ring, AE | 5.965 | 0.175 | 0.037 |
| ring, AE−PS | 3.677 | 0.117 | 0.026 |

For the AE lobe, the second-order error is $0.667/22.493=3.0\%$ of the anisotropy energy, with the predicted sign. In the PAW correction the error is −0.427 mHa, or −11.6 meV, which is 3.1% of the anisotropy part of that correction. The PS error, −0.240 mHa, cancels only part of the AE error. The absolute size depends on the construction: the error of the correction is −8.7 meV for $r_c=1.2$ bohr, −13.5 meV for $r_c=1.55$ bohr, −8.6 meV for valence smooth waves of the form $r^{l+1}\exp(c_0+c_1r^2+c_2r^4)$, and −10.2 meV with orbitals from the spin-polarised spherical atom. The relative error stays between 3.0% and 3.2%.

The third-order contribution is the difference of the last two columns: $0.437+0.667=1.104$ mHa for the AE lobe and $0.037-0.175=-0.138$ mHa for the ring. Their ratio is −8, as derived. Adding this term greatly improves the ring but overshoots for the lobe, where the higher orders remain substantial.

The opposite signs matter for energy differences. The AE lobe lies below the ring by

$$7.30590-7.28937=0.01653\ {\rm Ha}=16.53\ {\rm mHa}.$$

Second order increases this gap by $0.667+0.175\simeq0.84$ mHa, or 5.1%. Comparing occupations can thus be less accurate than either anisotropy energy suggests.

The potential shows a similar limitation. For the AE lobe, the down-spin splitting $H_{xx}-H_{zz}$ is 67.06 mHa with the full functional and 69.48 mHa at second order, an error of 3.6%. For the ring the values are −36.44 and −34.74 mHa, an error of 4.7% in magnitude. The second-order splittings have ratio −2 because the $L\ne0$ potential is linear in $Q$. The full functional does not keep that ratio.

## What rotations and cost decide

The lobe was turned through 24 random orientations. At second order the PAW correction varied by about $2\times10^{-9}$ microhartree, which is rounding error. Quadrature gave the following values for AE−PS, in microhartree; the spread is the largest minus the smallest energy. Both columns are lower bounds: a dense scan of orientations raises the largest errors by up to about 8% and the spreads by up to about 14%, for example to 1658 for 18 directions and 2.9 for 72.

| Directions | largest error | spread |
|---:|---:|---:|
| 8 | 13738 | 21601 |
| 18 | 870 | 1477 |
| 32 | 99 | 147 |
| 50 | 13 | 21 |
| 72 | 1.9 | 2.7 |
| 128 | 0.063 | 0.084 |

The first row is the opening example in a real atom. Its largest error nearly equals the 13811 microhartree lost by replacing the lobe with a sphere, as expected when the lobe lies close to a cube axis. With 18 directions the quadratic term is right, but the sampled cubic and higher terms still give twice the error of $E_2$. Among the grids tried, 32 directions is the first to beat second order, whose error is 427 microhartree. Even then an orientation dependence of at least 147 microhartree remains.

Accuracy and invariance are therefore separate requirements. Second order has a fixed truncation error but no preferred direction. Quadrature has a controllable error, and its preferred directions fade as that error falls. A small energy difference between orientations of the shell needs a grid whose spread is small compared with the quantity sought; beating $E_2$ in energy is not a sufficient criterion. A torque is an angular derivative and needs its own convergence check, because an energy error that varies rapidly with angle can have a small spread and still a considerable slope.

For 60 radial points, second order evaluates the functional at 60 density pairs, with derivatives through third order. A grid of 128 directions needs $60\times128=7680$ pairs, with first derivatives only. Energy and potential together took 0.207 ms and 4.517 ms in the recorded run, a ratio of 22. This is less than the ratio of point counts, 128; the higher derivatives and fixed call overhead are a plausible but unseparated cause. The times belong to one machine and implementation. The product grid is also not the most economical one: Lebedev rules with 26 and 50 directions give largest errors of about 104 and 1.9 microhartree, matching the grids of 32 and 72 directions, and the inversion symmetry of a p-shell density would halve either count.

The choice follows from the tolerance. For this atom, second order suits work in which an error of roughly 10 meV in the one-centre correction is acceptable and strict invariance is valuable. When differences between open-shell occupations matter, quadrature avoids the opposite truncation errors of lobe and ring; with 72 directions the largest error observed for the lobe's correction was about 2 microhartree. A new atom needs its own check of $t$ and of grid convergence, and $E_2$ should be compared with converged quadrature, because convergence of the series does not predict the second-order error. In exchange, the lobe's error is about 3% of the anisotropy near $t=0.5$ and changes sign before $t=1$, while the ring's grows steadily to 12% at $t=1$ although its series converges. Whichever scheme is chosen, the AE and PS terms should use the same one: if the two densities coincide, their correction then vanishes identically, whatever the angular error. The remaining grid sizes are in the numerical output.

## Computed results

```
Sphere radius: 1.4 bohr; radial points: 60
Levels 1s, 2s, 2p (Ha): -18.75815 -0.87122 -0.33826
2p norm in sphere: AE 0.6613, PS 0.3670
AE largest 2t in sphere (t = down p share): 0.935
PS largest 2t in sphere (t = down p share): 0.935
Observed error order: energy 2.994, potential 1.988
lobe: E (Ha); errors at order 0, 2, 3 (microHa)
  AE    -7.3058994; 22493.38 -666.69 437.07
  PS    -1.5780130; 8682.55 -239.85 133.97
  AE-PS -5.7278864; 13810.83 -426.84 303.09
  down xc splitting H_xx-H_zz (mHa), full / second order:
  AE    67.059 / 69.480
  PS    25.866 / 26.767
  AE-PS 41.194 / 42.713
ring: E (Ha); errors at order 0, 2, 3 (microHa)
  AE    -7.2893708; 5964.77 174.75 36.78
  PS    -1.5716187; 2288.26 57.66 10.93
  AE-PS -5.7177521; 3676.51 117.09 25.85
  down xc splitting H_xx-H_zz (mHa), full / second order:
  AE    -36.440 / -34.740
  PS    -13.940 / -13.384
  AE-PS -22.501 / -21.357
AE second-order anisotropy, lobe/ring: 4.000000
Lobe AE-PS second-order error: -11.6150 meV
Second order: AE-PS spread over 24 rotations 1.8e-09 microHa
Quadrature: directions; max error AE, AE-PS; spread AE-PS (microHa)
    8; 22374.3378 13737.6473; 21601.2819
   18; 1319.1258 869.8957; 1476.6562
   32; 142.1969 98.7074; 147.0638
   50; 18.1482 13.1939; 21.1256
   72; 2.4855 1.9011; 2.6654
  128; 0.0764 0.0632; 0.0842
  200; 0.0050 0.0041; 0.0052
  288; 0.0004 0.0003; 0.0004
First listed grid better than second order: AE 32, AE-PS 32 directions
Pure p lobe exchange factor, exact: 1.180022
Taylor sums at order 2, 3, 4, 12, 24: 1.17778 1.15520 1.18342 1.25285 31.54901
Functional points: second order 60, 128 directions 7680
Time: second order 0.207 ms, 128 directions 4.517 ms, ratio 21.8
```
